# Why coherent photogalvanic writing compensates the phase mismatch of second-harmonic generation

**Question.** A silicon nitride waveguide is made from an amorphous material with no bulk second-order response, and its pump and second harmonic travel with different phase velocities. Yet when both waves run through it together, a static electric field can build up whose sign alternates along the guide with the period that second-harmonic generation needs. Nobody supplies that period. Why does the light find it, and under what conditions does the harmonic grow?

**Answer.**

## Only one optical phase can enter a static current

Let $\mathcal E$ be the optical field, polarized along $x$ across the guide:

$$\mathcal E=\tfrac12\left[A e^{i(k_1z-\omega t)}+B e^{i(k_2z-2\omega t)}+\text{c.c.}\right],\qquad \Delta k=k_2-2k_1 .$$

$A$ and $B$ are slowly varying amplitudes of plane waves. Light frees carriers from defects, and these may carry a direct current $j$ along $x$. I assume that this current depends on the fields at the same $z$ and can be expanded in their amplitudes. Which combinations may appear?

Write $a=Ae^{ik_1z}$ and $h=Be^{ik_2z}$. A general term is $a^{p}a^{*p'}h^{q}h^{*q'}$. Shifting the origin of time by $s$ multiplies it by $e^{-i\omega s[(p-p')+2(q-q')]}$. A static current cannot depend on that origin, so $p'-p=2(q-q')$. With $m=q-q'$, every allowed term is a product of intensities and

$$(a^{*2}h)^m=\left(A^{*2}B\,e^{i\Delta k z}\right)^m .$$

The optical phase therefore enters through one angle,

$$\theta(z)=\Delta k\,z+\arg B-2\arg A .$$

Inversion adds a second restriction. In a centrosymmetric medium, reversing all optical fields reverses the current, so the number of field factors must be odd. Since $p+p'$ is even and $q+q'$ has the parity of $m$, $m$ must be odd. There is no phase-independent current, and the lowest term varies as a sinusoid in $\theta$.

This already explains the period. The current repeats when $\theta$ advances by $2\pi$, hence with period $2\pi/|d\theta/dz|$, which is $2\pi/|\Delta k|$ if the phases of $A$ and $B$ are constant. It remains to see whether the resulting field feeds the harmonic or drains it.

## The direction of the photoelectrons

Consider the simplest ionization process. An electron starts in an even bound state. One photon of frequency $2\omega$ takes it to an odd final state with amplitude $\eta_oB$; two photons of frequency $\omega$ take it to an even final state of the same energy with amplitude $\eta_eA^2$. If one pump photon is too weak to ionize, the intermediate states are virtual and both $\eta$ are real.

In one dimension, far from the well, the even and odd final functions are $\cos(k|x|+\alpha)$ and $\mathrm{sgn}(x)\sin(k|x|+\beta)$, where $k$ is the electron's wavenumber. Their outgoing parts are proportional to $e^{i\alpha}$ and $-i\,\mathrm{sgn}(x)e^{i\beta}$. To the right the two contributions add as $u+v$, to the left as $u-v$, with

$$u=\eta_eA^2e^{i\alpha},\qquad v=-i\eta_oBe^{i\beta},$$

where the carrier phases $2k_1z$ and $k_2z$ are understood in $A^2$ and $B$. The excess of electrons going right is proportional to

$$|u+v|^2-|u-v|^2=4\,\mathrm{Re}(u^*v)=4\eta_e\eta_o|A|^2|B|\sin(\theta-\psi),\qquad \psi=\alpha-\beta .$$

The last step uses $\mathrm{Re}(-iw)=\mathrm{Im}\,w$. The total yield is proportional to $|u+v|^2+|u-v|^2=2(|u|^2+|v|^2)$, which has no interference term. The relative phase steers the electrons without changing their number.

The lag $\psi$ comes from scattering on the way out. The well reflects an incoming electron with probability $\sin^2(\alpha-\beta)$, because its reflection amplitude is half the difference of $e^{2i\alpha}$ and $e^{2i\beta}$. Without reflection, $\psi=0$ on the branch used here, and the current is a pure sine.

These statements were tested by solving the time-dependent Schrödinger equation for pulsed two-colour light at six relative phases. In units where $\hbar$, the electron mass and its charge magnitude are one, the wells were $-\mathrm{sech}^2x$, which is reflectionless, and $-1.5\,\mathrm{sech}^2(2x)$, which reflects. Both bind the electron by ½, and the pump photon had 0.76 of that energy. The lags found were 0.1° and 36.1°; the stationary scattering phases give 0.0° and 35.7°. Even harmonics of $\theta$ in the asymmetry stayed below $10^{-5}$ of the first. For both wells, which have a single bound state, $\eta_e\eta_o>0$. This sign is not general. In the reflectionless well $-0.75\,\mathrm{sech}^2(x/2)$, with the same binding and an odd level 0.375 above the ground state, the product is positive for pump photons below that level (0.27 to 0.36) and negative above it (0.38 to 0.48). A negative product is equivalent to adding 180° to $\psi$, which in the growth law below turns gain into drain.

Silicon nitride defects may need more photons than this model. If both paths share the same extra photons, their common factor enters as an intensity and leaves $\theta$ unchanged. The symmetry argument survives, but the intensity dependence and $\psi$ belong to the actual defects.

## From current to static field

Electrons are negative, so an excess flux along $+x$ is a current along $-x$: $j=-J\sin(\theta-\psi)$ with $J>0$. Charge collects at the sides of the core and creates a field $F$, which drives a return current $\sigma F$ through the photoconductivity $\sigma$. For permittivity $\varepsilon$,

$$\varepsilon\,\frac{\partial F}{\partial t}=-(j+\sigma F).$$

After a few relaxation times $\varepsilon/\sigma$, at fixed optical fields, $F=-j/\sigma=(J/\sigma)\sin(\theta-\psi)$.

To obtain the strength, let $B_{eq}$ be the harmonic amplitude at which both paths free equally many carriers, and put $b=B/B_{eq}$. Then $|b|=|v|/|u|$. The current follows $|u||v|$; the conductivity follows $|u|^2+|v|^2$ if carrier lifetime and mobility are fixed and dark conduction is negligible. Dividing both by $|u|^2$ gives

$$F=F_m\,\frac{2|b|}{1+|b|^2}\,\sin(\theta-\psi).$$

The factor 2 makes $F_m$ the largest attainable field, reached at $|b|=1$. When one path dominates, interference is weak compared with the total yield, and the field is small.

## From static field to second harmonic

The cubic polarization is $\varepsilon_0\chi^{(3)}(\mathcal E+F)^3$. Its part linear in $F$ is $3\varepsilon_0\chi^{(3)}F\mathcal E^2$, so the static field acts as $\chi^{(2)}=3\chi^{(3)}F$. The square $\mathcal E^2$ contains $\tfrac14A^2e^{2i(k_1z-\omega t)}+\text{c.c.}$, which in the half-amplitude convention is an amplitude $\tfrac12A^2e^{2ik_1z}$. The polarization amplitude at $2\omega$ is thus

$$P_{2\omega}=\tfrac32\,\varepsilon_0\chi^{(3)}F A^2e^{2ik_1z}.$$

Put $Be^{ik_2z}$ into the wave equation, whose right side is $-(4\omega^2/c^2)P_{2\omega}/\varepsilon_0$, and drop $d^2B/dz^2$. The terms in $k_2^2B$ cancel, leaving

$$2ik_2\frac{dB}{dz}e^{ik_2z}=-\frac{4\omega^2}{c^2}\,\frac32\chi^{(3)}FA^2e^{2ik_1z}.$$

Dividing by $2ik_2e^{ik_2z}$ with $k_2=2n_2\omega/c$, where $n_2$ is the effective index at $2\omega$, gives

$$\frac{dB}{dz}=iG\,F A^2e^{-i\Delta k z},\qquad G=\frac{3\omega\chi^{(3)}}{2n_2c}.$$

With a constant $F$, the factor $e^{-i\Delta kz}$ turns the source against the wave, and what one half-period adds the next removes. The written field is not constant. Take an undepleted pump, choose $A$ real, and let $\varphi=\arg B$. Then

$$\sin(\theta-\psi)=\frac{e^{i(\Delta kz+\varphi-\psi)}-e^{-i(\Delta kz+\varphi-\psi)}}{2i}.$$

Insert this, divide by $B_{eq}$ and use $|b|e^{i\varphi}=b$. The $i$ of the wave equation cancels the $i$ in the denominator, and the two factors of 2 cancel:

$$\frac{db}{dz}=\frac{\Gamma_0}{1+|b|^2}\left[b\,e^{-i\psi}-b^*e^{i\psi}e^{-2i\Delta kz}\right],\qquad \Gamma_0=\frac{G|A|^2F_m}{B_{eq}} .$$

The first term contains no $\Delta k$. The current recorded $A^{*2}Be^{i\Delta kz}$; the pump reads the record with $A^2e^{-i\Delta kz}$; the product is $|A|^4B$. Any phase of the pump cancels in the same way. If $|\Delta k|\gg\Gamma_0$, this term governs the growth: apart from the fixed lag $\psi$, the grating returns light in the phase of the harmonic that helped to write it, whatever the exact mismatch. The second term then oscillates rapidly and contributes only a ripple of relative size about $\Gamma_0/(2|\Delta k|)$.

## Matching is not yet growth

Dropping the ripple and separating modulus and phase gives

$$\frac{d|b|}{dz}=\Gamma_0\cos\psi\,\frac{|b|}{1+|b|^2},\qquad \frac{d\varphi}{dz}=-\frac{\Gamma_0\sin\psi}{1+|b|^2}.$$

For positive $\chi^{(3)}$, the harmonic grows if $\cos\psi>0$. At $\psi=90^\circ$ the grating still has a matching period but merely rotates the phase of $B$; beyond that it drains the harmonic. A period that compensates the mismatch is thus necessary for sustained growth here, but not sufficient.

The phase rotation does not spoil the matching. The grating wavevector is $d\theta/dz=\Delta k+d\varphi/dz$, so the grating includes the rotation it causes. The same equations show what a rigid displacement of the field pattern by a distance $s$ along $z$ would do: it adds $2\pi s/\Lambda$ to the lag, where $\Lambda=2\pi/\Delta k$ for $\Delta k>0$. With $\psi=0$ initially, a quarter-period displacement removes the gain.

For $\psi=0$ and real positive $b$, separate the variables:

$$\left(\frac1b+b\right)db=\Gamma_0\,dz\quad\Rightarrow\quad \ln\frac{b}{b_0}+\frac{b^2-b_0^2}{2}=\Gamma_0z .$$

Doubling and exponentiating gives $b^2e^{b^2}=b_0^2e^{b_0^2+2\Gamma_0z}$, which the Lambert function $W$, defined by $We^W=y$, solves:

$$b^2=W\!\left(b_0^2\,e^{\,b_0^2+2\Gamma_0z}\right).$$

A weak harmonic grows as $e^{\Gamma_0z}$. In this model $B_{eq}\propto|A|^2$, so at fixed $F_m$ the rate $\Gamma_0$ does not depend on pump power. Deep in saturation, $b^2$ approaches $2\Gamma_0z$ to leading order: the harmonic power rises linearly with length, because the static field falls as $1/b$. The approach is slow; at the end of the 20 mm guide treated below, $2\Gamma_0z$ is still 43% larger than $b^2$. An ideal grating of fixed strength would instead give a quadratic rise.

## Where the first harmonic comes from

If $B=0$ everywhere, then $j=0$ and nothing is written. A seed may be launched, or a weak uniform response $\chi_u$, for instance from side walls that are not mirror images of each other, may supply one. Replacing $3\chi^{(3)}F$ by $\chi_u$ gives

$$\frac{dB}{dz}=iRe^{-i\Delta kz},\quad R=\frac{\omega\chi_uA^2}{2n_2c},\qquad B=\frac{R}{\Delta k}\left(1-e^{-i\Delta kz}\right).$$

The constant term is a free wave that travels with wavenumber $k_2$. It is tiny, but its interference with the pump has the required period. The other term is bound to the pump and has $Be^{i\Delta kz}$ real, so at $\psi=0$ it contributes nothing to the sine that is written.

## Numbers for a 20 mm guide

Take a pump at 1550 nm with 1.0 W in 1.0 µm², effective indices $n_1=1.75$ and $n_2=1.90$, $\chi^{(3)}=3.0\times10^{-21}$ m²/V² and $F_m=0.30$ MV/cm. Let both paths free equally many carriers at 0.10 mW of harmonic. These are round model values. Since $\Delta k=4\pi(n_2-n_1)/\lambda$,

$$\Lambda=\frac{\lambda}{2(n_2-n_1)}=\frac{1.550\ \mu\text{m}}{2\times0.15}=5.167\ \mu\text{m},\qquad \Delta k=1.216\ \text{rad}/\mu\text{m}.$$

Without a grating, the harmonic builds up over only half of this length, 2.58 µm, before it is converted back.

The power $\tfrac12n\varepsilon_0c|A|^2$ per area gives a pump amplitude of 0.207 MV/cm and $B_{eq}=1.99\times10^{-3}$ MV/cm. With these, $\Gamma_0=0.623$ per mm. The neglected ripple is about $0.623/(2\times1216)=2.6\times10^{-4}$.

The writing process was simulated in time from $F=0$, with 16 points per expected period but no period imposed on the field. The period was then read from the zeros of $F$. With a 1.0 µW seed it came out as 5.1667 µm, equal to the prediction to the digits shown.

For the output, $b_0^2=1.0\ \mu\text{W}/0.10\ \text{mW}=0.010$ and $2\Gamma_0L=2\times0.623\times20=24.9$. The logarithm of the growth law reads

$$b^2+\ln b^2=\ln0.010+0.010+24.9=20.3,$$

so $b^2=17.45$ and the harmonic power is $17.45\times0.10=1.745$ mW. The simulation gives the same value. The pump loses 0.175% of its power, which justifies treating it as undepleted.

The static field peaks at 0.300 MV/cm, where $|b|=1$. This corresponds to $\chi^{(2)}=3\chi^{(3)}F=0.27$ pm/V. At the output $b=4.18$, and the formula gives $0.300\times2\times4.18/18.45=0.136$ MV/cm. The largest sampled value there is 0.134 MV/cm; sampling at 22.5° intervals can miss a crest by up to 2%.

In a 1 mm guide with a very weak seed, three lags were compared. The gain was 0.623 per mm at $\psi=0$, 0.503 at the 36.1° of the reflecting well, and −0.311 at 120°, in line with $\Gamma_0\cos\psi$. For the reflecting well, the grating wavevector moved by −0.366 rad/mm, as $-\Gamma_0\sin\psi$ requires.

Without a seed, a uniform response of 0.010 pm/V makes a free wave of only 0.038 V/cm. It still leads to a 5.1667 µm grating and about 0.23 mW at the output. The output is lower because more of the guide is spent on exponential growth.

## An irregular guide separates the mechanism from luck

Suppose the width of the guide varies, so that $\Delta k$ depends on $z$. In every equation $\Delta k\,z$ becomes $\int_0^z\Delta k\,dz'$. This accumulated phase is written and read with opposite signs, and it cancels as before.

A slow ripple of $\pm5\times10^{-4}$ in $n_2-n_1$, with one and a half cycles along the guide, gives a written grating whose local period runs from 5.150 to 5.184 µm. The harmonic output remains 1.745 mW. If the uniform grating written in the regular guide is placed in this irregular one, with the same pump and seed, the output is 0.0026 mW. This value lies in a near cancellation among the few matched stretches; ripples between $3$ and $7\times10^{-4}$ give up to about 0.15 mW, still more than ten times below the self-written result. The uniform grating keeps the period of the regular guide, which fits the irregular one only at isolated places. The self-written grating follows the local phase everywhere.

## The grating remembers its writers

Once written, the field fits the waves that wrote it. Let a later pump have a mismatch that differs by $q$. For a uniform grating, the harmonic power is proportional to

$$\left|\int_0^Le^{-iqz}dz\right|^2=L^2\left[\frac{\sin(qL/2)}{qL/2}\right]^2,$$

which falls to half at $|q|L/2=1.39$. The full width is $\delta k=5.57/L$. In terms of period this is $\Lambda^2\delta k/2\pi=1.2$ nm, and in terms of index difference $3.4\times10^{-5}$. If that difference drifts by an assumed $2\times10^{-6}$ per kelvin, the readout window is about 17 K wide. The self-written field is not uniform in strength; for its actual profile the width is $6.1/L$, or 1.3 nm and 19 K. These widths describe a frozen grating, which in this model means readout shorter than $\varepsilon/\sigma$, because the pump alone supplies the photoconductivity. Outside the window, compensation requires retuning the index difference, for instance by temperature, or rewriting. The weak harmonic made by the old grating can start the rewriting: a pump detuned by $qL=20$, with no seed, raises the output from 0.0006 mW to about 1 mW within one relaxation time. Without a seed or a uniform $\chi_u$ the grating does not sustain itself under the pump, and after about 40 relaxation times the output has fallen below 0.01 mW. How long a real grating survives depends on trap physics that the model does not contain. At each place the field adapts to the local light on the scale of $\varepsilon/\sigma$, but that light itself changes while the grating upstream is being written.

Coherence matters, but less than the local law suggests. If $\arg B-2\arg A$ of the seed wanders over all angles in a time much shorter than $\varepsilon/\sigma$, the sine it writes averages to a small residual. The harmonic generated from that residual is coherent with the pump and is amplified along the guide. For the 20 mm guide, a 1.0 µW seed whose phase is redrawn at random every 0.002 to 0.01 relaxation times still yields a field near $F_m$ and 0.8 to 1.1 mW, but the phase of the grating drifts slowly. A seed whose phase rotates steadily at $50\,\sigma/\varepsilon$ leaves, after a transient, a field below 1% of $F_m$.

## Charge geometry and real devices

The relation $F=-j/\sigma$ ignores that a static field has no curl. Let the core be a slab of width $w$ with uniform $\sigma$ and insulating sides, and let $j=j_0\cos Kz$, with $K=2\pi/\Lambda$. A potential $X(x)\cos Kz$ must satisfy $X''=K^2X$ inside and $\sigma X'=j_0$ at $x=\pm w/2$. The odd solution is $X\propto\sinh Kx$, so

$$F=-\frac{j}{\sigma}\,\frac{\cosh Kx}{\cosh(Kw/2)} .$$

The correction is real and positive: it weakens the field but does not shift it along $z$. For $w=1.5$ µm, the factor at the centre is 0.692. Applied to the whole field, it reduces $2\Gamma_0L$ from 24.9 to 17.2; the growth law then gives $b^2\approx10.3$, or about 1.0 mW instead of 1.7 mW. The self-started case is far more sensitive, because it spends most of the guide on exponential growth: the same factor lowers its output from 0.23 mW to about 0.001 mW.

The model's 0.27 pm/V is a local peak and should not be compared directly with a response inferred from conversion efficiency. Setting $|R|L$ equal to the output amplitude shows that a constant, perfectly matched response of only 0.09 pm/V would give the same harmonic power. Neither number tests the model, because both depend on the chosen $\chi^{(3)}$ and $F_m$. The carrier law and the 0.10 mW balance point are also assumptions, and the output power depends on them. For real guided modes, $G$ must also include the overlap of their profiles. If the 1.0 µm² is read as the effective area of the pump, this overlap can at best equal the plane-wave value used here. An assumed propagation loss of 0.2 dB/cm removes 8.8% of the pump over the guide. The Kerr effect adds a few hundredths of a radian to $\theta$, which the grating records while it is written.

The peak field is about 17 times below an assumed breakdown field of 5 MV/cm, but it is not harmless to the traps. For Coulomb-like traps and an optical permittivity of 4, the Poole–Frenkel lowering of the barrier is 0.21 eV along the field. At 300 K this multiplies thermal emission in that direction by about $3\times10^3$ relative to zero field. Averaged over all escape directions, with no lowering on the uphill side, the factor is about $3\times10^2$. Whether dark conduction then matters depends on trap depth, which the model does not fix. If it does, $\sigma$ rises and the grating becomes weaker and shorter-lived; if the extra conductivity depends on the size of the local field but not on its sign, it flattens the crests without moving the zeros. The lag $\psi$ relative to the writing waves is then unchanged, and a grating written under these conditions still compensates the mismatch. The remaining values are listed in the numerical output.

## Numbers as computed

```
Model photon energy / binding energy: 0.76
Current lag, reflectionless well: 0.1 deg
  from scattering phases: 0.0 deg
Current lag, reflecting well: 36.1 deg
  from scattering phases: 35.7 deg
Largest even harmonic / first: 7.2e-06
Pump wavelength: 1550 nm
Effective indices at w, 2w: 1.75, 1.90
Guide length: 20 mm
Mode area: 1.0 um2; core width 1.5 um
Pump power: 1.0 W; SH seed 1.0 uW
SH power for equal carrier yield: 0.10 mW
chi3: 3.0e-21 m2/V2; maximum field 0.30 MV/cm
Pump amplitude: 0.207 MV/cm
SH amplitude B_eq: 1.99e-03 MV/cm
Phase mismatch: 1.2161 rad/um
Predicted period: 5.1667 um
Coherence length: 2.583 um
Weak-signal amplitude gain Gamma0: 0.623 per mm
Wave equation / slow-amplitude SH: 1.00001
Simulated gain, lag 0: 0.623 per mm
Simulated gain, reflecting-well lag: 0.503 per mm
Simulated gain, lag 120 deg: -0.311 per mm
Grating wavevector shift, reflecting lag: -0.366 rad/mm
Seeded: written period 5.1667 um
Seeded: SH output 1.745 mW
Seeded: Lambert-law output 1.745 mW
Peak static field: 0.300 MV/cm
Static field amplitude at output: 0.134 MV/cm
Peak written chi2: 0.270 pm/V
Residual uniform chi2: 0.010 pm/V
Free SH wave it makes: 3.78e-02 V/cm
Self-started: written period 5.1667 um
Self-started: SH output 0.230 mW
Irregular guide: index-difference ripple +/-5.0e-04
Irregular: shortest local period 5.1495 um
Irregular: longest local period 5.1840 um
Irregular, self-written: SH 1.745 mW
Irregular, uniform grating: SH 0.0026 mW
Period tolerance, full width: 1.18 nm
Index-difference tolerance, full width: 3.43e-05
Transverse geometry factor at centre: 0.692
Pump depletion: 0.175 %
Kerr phase in theta over guide: 0.0449 rad
Assumed loss: 0.2 dB/cm; pump lost 8.8 %
Assumed breakdown field: 5 MV/cm
Breakdown / peak static field: 16.7
Assumed optical permittivity: 4.0
Poole-Frenkel barrier lowering: 0.208 eV
  dark-emission factor at 300 K: 3.1e+03
Assumed thermal index-difference slope: 2.0e-06 per K
Readout temperature full width: 17.2 K
```
